# Why capacitance-voltage profiling blurs an abrupt doping step

## What the measurement shows

An n-type layer is grown with a sharp change of donor density from $10^{17}$ to $10^{16}\ \mathrm{cm^{-3}}$. A reverse-biased gate depletes it from the surface, the capacitance per area $C$ is recorded against reverse bias $V$, and the data are converted to an apparent density and a depth:

$$N_{cv}=\frac{2}{q\varepsilon\,d(1/C^2)/dV},\qquad W=\frac{\varepsilon}{C}. \tag{1}$$

At 300 K and relative permittivity 12, the result is a slope with a 10–90 % width of 57 to 70 nm, even for perfectly abrupt growth. The slope lies close to the equilibrium electron density $n(x)$, which is itself rounded at the step. It is not identical to $n(x)$, and it depends on the side from which the step is approached.

The model is one-dimensional, with $x$ measured from the gate into the bulk. Donors $N(x)$ are fully ionised and electrons obey Boltzmann statistics. Holes, traps, interface charge and series resistance are absent, and the small signal is slow enough for electrons to follow. The surface is depleted, and the step lies many Debye lengths from it.

## Why electrons set the profile

With negligible current, drift balances diffusion. Using the Einstein relation and $V_t=kT/q$, this gives $n'/n=\phi'/V_t$, so $n\propto e^{\phi/V_t}$. Poisson's equation is

$$\phi''=\frac{q}{\varepsilon}(n-N). \tag{2}$$

Integrating (2) from the gate to the neutral bulk gives $\phi'(0)=Q/\varepsilon$, where $Q=q\int(N-n)\,dx$ is the uncovered charge per area. The potential is measured from the electron quasi-Fermi level, so an increase of reverse bias gives $d\phi(0)=-dV$.

A small bias change moves electrons but not donors: $\delta\phi''=(q/\varepsilon)\,\delta n$. Since $\delta\phi$ and $\delta\phi'$ vanish in the bulk, one integration, and one after multiplying by $x$, give

$$\delta\phi'(0)=-\frac q\varepsilon\int\delta n\,dx,\qquad
\delta\phi(0)=\frac q\varepsilon\int x\,\delta n\,dx .$$

The second uses $\int_0^\infty x\,\delta\phi''dx=[x\,\delta\phi'-\delta\phi]_0^\infty=\delta\phi(0)$. With $C=dQ/dV=-\varepsilon\,\delta\phi'(0)/\delta\phi(0)$,

$$W=\frac{\varepsilon}{C}=\frac{\int x\,\delta n\,dx}{\int\delta n\,dx}. \tag{3}$$

The measured depth is the centroid of the electrons that move. For the density, $1/C^2=W^2/\varepsilon^2$ has the derivative $(2W/\varepsilon^2)\,dW/dV$, so

$$N_{cv}=\frac{\varepsilon}{qW\,dW/dV}=\frac{C}{q\,dW/dV}=\frac1q\frac{dQ}{dW}. \tag{4}$$

If the depletion edge were a sharp wall at $W$, then $dQ=qN(W)\,dW$ and $N_{cv}$ would equal the doping. The real edge has a thermal tail.

For uniform doping $N_0$, let $y=(\phi-\phi_{\rm bulk})/V_t$ and $L^2=\varepsilon V_t/(qN_0)$, where $L$ is the Debye length. Then $L^2y''=e^y-1$. Multiplying by $y'$ and integrating from the bulk gives

$$\tfrac12L^2y'^2=e^y-1-y .$$

Deep in the depleted region $e^y$ is negligible, so $L^2y''=-1$ and $y'=(w-x)/L^2$, with $w$ a constant. The first integral then gives

$$y=-1-\frac{(w-x)^2}{2L^2}. \tag{5}$$

At the gate $dy(0)=-w\,dw/L^2$ and $dy'(0)=dw/L^2$, so $W=-dy(0)/dy'(0)=w$. Bias therefore shifts a rigid edge profile $n_e(x-W)$, whose thickness is set by $L$.

## How wide the blur must be

Let the doping be uniform, $N_1$, near the gate and uniform, $N_2$, in the bulk, with any transition between. Compare two biases whose edges $W_1$ and $W_2$ lie deep in the first and second regions. Terms exponentially small in distance over Debye length are dropped.

Continue the depleted solution up to $W_i$. By (5), it has there zero slope and the value $\phi_i-V_t$, where $\phi_i$ is the neutral potential for doping $N_i$. With $\phi''=-qN/\varepsilon$, integration back to the gate gives

$$\phi'(0)=\frac q\varepsilon\int_0^{W_i}N\,dx,\qquad
\phi(0)=\phi_i-V_t-\frac q\varepsilon\int_0^{W_i}xN\,dx .$$

From (4), $\int N_{cv}\,dW$ is the change of $Q/q$. Also $qWN_{cv}\,dW=W\,dQ=\varepsilon\,dV=-\varepsilon\,d\phi(0)$. Subtracting the two biases, with $\phi_1-\phi_2=V_t\ln(N_1/N_2)$,

$$\int(N_{cv}-N)\,dx=0,\qquad
\int x(N_{cv}-N)\,dx=\frac{\varepsilon V_t}{q}\ln\frac{N_1}{N_2}. \tag{6}$$

The equilibrium electron density obeys the same two rules. Integrating (2) between the neutral ends gives $\int(n-N)dx=0$, and $\int x(n-N)dx=(\varepsilon/q)[x\phi'-\phi]=(\varepsilon/q)(\phi_1-\phi_2)$. The doping itself has no such dipole. A C-V profile must contain the dipole that supports the built-in potential of the step, so it cannot be abrupt.

The dipole fixes a width. For an abrupt step at $a$ with $\Delta=N_1-N_2$, define

$$\sigma^2=-\frac1\Delta\int(x-a)^2N_{cv}'\,dx .$$

Integration by parts gives $\int(x-a)(N_{cv}-N)\,dx=\tfrac12\Delta\sigma^2$. The boundary term vanishes, and so does the contribution of $N'$, which is concentrated at $x=a$. Because the net charge in (6) is zero, shifting the origin to $a$ leaves the dipole unchanged, and

$$\sigma^2=\frac{2\varepsilon V_t}{q}\,\frac{\ln(N_1/N_2)}{N_1-N_2}. \tag{7}$$

The electron profile has the same $\sigma$, and so do C-V profiles taken from either side. For a weak step, $\ln(N_1/N_2)\to(N_1-N_2)/N_0$ and $\sigma^2\to2L^2$.

## Why the C-V profile still differs from the electrons

The difference can be found to first order in a weak variation, $N=N_0+\delta N(x)$.

**Electrons in equilibrium.** Here $\delta\phi=V_t\,\delta n/N_0$, and (2) becomes $\delta n-L^2\delta n''=\delta N$. The response to a point source is $e^{-|x|/L}/(2L)$: its slope jumps by $-1/L^2$ at the origin, as the equation requires. Electrons therefore show the doping convolved with this symmetric kernel.

**C-V profile.** Hold $Q$ fixed, so $\delta\phi'(0)=0$. Let $\phi_0$ and $n_0$ be the biased solution for uniform doping, and let $g=\phi_0'$. Linearising (2), and differentiating it for $\phi_0$, give

$$\delta\phi''=\frac q\varepsilon\Big(\frac{n_0}{V_t}\delta\phi-\delta N\Big),\qquad g''=\frac q\varepsilon\frac{n_0}{V_t}\,g .$$

Multiply the first by $g$, the second by $\delta\phi$, subtract and integrate:

$$\big[g\,\delta\phi'-g'\delta\phi\big]_0^\infty=-\frac q\varepsilon\int g\,\delta N\,dx .$$

In the bulk $g$ and $g'$ vanish. At the depleted gate $g'(0)=-qN_0/\varepsilon$, so the left side is $g'(0)\,\delta\phi(0)=-(qN_0/\varepsilon)\,\delta\phi(0)$. Hence

$$\delta\phi(0)=\frac1{N_0}\int\phi_0'\,\delta N\,dx .$$

Since $W=-\varepsilon\,d\phi(0)/dQ$, equation (4) gives $1/N_{cv}=q\,dW/dQ=-q\varepsilon\,d^2\phi(0)/dQ^2$. With $dQ=qN_0\,dw$, and $\phi_0'$ depending on $x-w$,

$$\delta\Big(\frac1{N_{cv}}\Big)=-\frac{\varepsilon}{qN_0^3}\int\phi_0'''\,\delta N\,dx=-\frac1{N_0^3}\int n_e'(x-w)\,\delta N\,dx ,$$

because $\phi_0'''=(q/\varepsilon)n_0'$. The left side is $-\delta N_{cv}/N_0^2$. Replacing $w$ by $W$ changes only second-order terms, since the unperturbed $N_{cv}$ is constant. Therefore

$$\delta N_{cv}(W)=\int\frac{n_e'(x-W)}{N_0}\,\delta N(x)\,dx. \tag{8}$$

A weak step is imaged as the mirrored depletion edge.

The kernel in (8) has unit area. Its mean is zero by (3), since a bias change moves electrons in proportion to $n_e'$. A weak abrupt step, for which (7) gives $\sigma^2=2L^2$, shows that its variance is $2L^2$. The exponential kernel also has unit area, zero mean and variance $2L^2$. They part at the third moment, which is zero for the electrons and $2.33\,L^3$ for C-V. The edge falls as a Gaussian into the depleted side, by (5), but as $e^{-x/L}$ into the bulk. The far tail of the C-V kernel thus reaches further ahead than back. For a weak step the two images differ by at most 9 % of the step height, and their 10–90 % widths are $3.22L$ for electrons and $3.45L$ for C-V.

## How large it is for a tenfold step

Take a model semiconductor with relative permittivity 12 at 300 K, so $V_t=0.02585$ V. The Debye lengths are 13.1 nm on the high side, called $L_H$, and $\sqrt{10}$ times that, 41.4 nm, on the low side.

The electron density at the step follows from the first integral of (2) on each side. Multiplying by $\phi'$ and integrating from the neutral region $i$, with $\phi-\phi_i=V_t\ln(n/N_i)$, gives

$$\tfrac12\phi'^2=\frac{qV_t}{\varepsilon}\Big[n-N_i-N_i\ln\frac n{N_i}\Big].$$

Both $\phi'$ and $n$ are continuous at the step. Equating the two brackets gives

$$\ln n=\frac{N_1\ln N_1-N_2\ln N_2}{N_1-N_2}-1 .$$

In units of $10^{17}\ \mathrm{cm^{-3}}$, this is $0.2303/0.9-1=-0.744$, so $n=4.75\times10^{16}\ \mathrm{cm^{-3}}$.

Equation (7) gives $\sigma=L_H\sqrt{2\times2.3026/0.9}=2.26\,L_H$, or 29.6 nm. The full profiles come from solving (2) numerically at each bias. Densities are in $10^{16}\ \mathrm{cm^{-3}}$, and positive $s$ is distance from the step into the low side.

| $s$ (nm) | $n$ | C-V from high | C-V from low |
|---:|---:|---:|---:|
| −60 | 9.91 | 9.89 | 10.00 |
| −20 | 8.37 | 7.95 | 8.31 |
| 20 | 2.35 | 2.81 | 2.38 |
| 60 | 1.35 | 1.36 | 1.40 |
| 150 | 1.03 | 1.00 | 1.04 |

The 10–90 % widths are 59 nm for the electrons ($4.5L_H$), 70 nm for C-V from the high side ($5.3L_H$) and 57 nm from the low side ($4.4L_H$). C-V is thus not always broader than the electron profile by this measure, although all three share the same $\sigma$: they distribute the same second moment differently between centre and tails. In the outermost rows, each scan lies further from its starting plateau than $n$ does, and closer to its final plateau.

Integrated over depth, the absolute deviation of $N_{cv}$ from $n$ is about one fifth of its deviation from the doping, for either scan. Locally, $N_{cv}$ differs from $n$ by up to 20 % of $n$ from the high side and 15 % from the low side.

The numerical check also separates thermal blur from data processing. Halving the bias step used for $d(1/C^2)/dV$ from 5.2 to 2.6 mV leaves the 70 nm width unchanged; a much coarser step adds blur of its own. Cooling to 75 K, with donors still assumed ionised, halves it, as $L\propto\sqrt T$ requires.

## What to do about it

**Treat the measured $\sigma$ as an upper limit on grading.** The bound is a statement about the second moment; a 10–90 % width need not obey it. If the real transition is graded, define its variance $\sigma_N^2$ from $-N'/\Delta$, about its own mean. The integration by parts that led to (7) then adds this variance:

$$\sigma_{\rm measured}^2=\sigma_N^2+\frac{2\varepsilon V_t}{q}\frac{\ln(N_1/N_2)}{N_1-N_2}. \tag{9}$$

In the example, a measured $\sigma$ near 30 nm is what an abrupt step gives. Subtracting the thermal term is informative when $\sigma_N$ is not small beside it; otherwise a small difference of two large numbers remains. The second moment also weights the tails, so both plateaus must be recorded well.

**Locate the step by charge, not by the midpoint.** For an abrupt step, the first rule in (6) reads $\int_{W_1}^{W_2}N_{cv}\,dW=N_1(a-W_1)+N_2(W_2-a)$, and hence

$$a=\frac{\int_{W_1}^{W_2}N_{cv}\,dW+N_1W_1-N_2W_2}{N_1-N_2}.$$

The blur does not bias this position within the model. At the true step the apparent density is $5.0\times10^{16}$ from the high side but $4.2\times10^{16}\ \mathrm{cm^{-3}}$ from the low side, so a fixed density level gives positions that depend on the scan, except at the levels where the two profiles happen to cross.

**Fit forward when the shape matters.** Assume a doping profile, solve (2) at each bias, compute $C(V)$ and compare it with the data. Inverting (2) directly gives $N=n-(\varepsilon V_t/q)(\ln n)''$, but inserting $N_{cv}$ for $n$ is approximate, and it differentiates twice a quantity that already contains a derivative of the data.

**Check the assumptions before interpreting a misfit.** Fixed interface charge at the step, or anywhere within the scanned depth, adds to the charge balance in (6). Traps or incompletely ionised donors can respond to bias, which breaks (3) as a statement about free electrons alone. Degenerate doping changes the relation between $n$ and $\phi$. A step within a few Debye lengths of the gate leaves no first plateau: $N_1$ cannot be read from the scan, and the terms dropped in deriving (6) need no longer be small.

## Computed values

```
relative permittivity 12, temperature 300 K
thermal voltage kT/q = 0.025852 V
doping high 1.0e+17, low 1.0e+16 cm^-3
Debye length high side 13.09 nm, low side 41.41 nm
step depth: high side first 250 nm, low side first 640 nm
grid spacing 0.5 nm, sample length 1200 nm
uniform doping, W expected 10 L: W/L = 10.0000
C-V kernel n_edge'/N0, lengths in L:
  area 1.00000, mean -0.00000, variance 2.0000, third moment 2.326
weak step 10-90 % width: carriers 3.219 L, C-V 3.447 L
weak step size in the test: 2 % up and down
  max error of C-V kernel formula 2.7e-05 of the step
  max error of carrier formula 2.2e-05 of the step
  max difference C-V minus carriers 0.090 of the step
one bias, high side first, surface potential -4.9135 V:
  eps/C by shooting 295.456 nm
  eps/C by linear response 295.456 nm
  centroid of moved electrons 295.456 nm
profiles in 1e16 cm^-3 (s > 0 is the low side):
  s (nm)  doping  electrons  C-V from high  C-V from low
    -60    10.00     9.914         9.885        10.000
    -40    10.00     9.613         9.481         9.959
    -20    10.00     8.373         7.952         8.309
    -10    10.00     6.914         6.535         6.031
     10     1.00     3.136         3.719         3.043
     20     1.00     2.354         2.813         2.381
     40     1.00     1.645         1.810         1.706
     60     1.00     1.346         1.361         1.396
    100     1.00     1.116         1.057         1.141
    150     1.00     1.033         1.002         1.042
at the step: electrons, formula 4.7513e+16 cm^-3, solver 4.7514e+16 cm^-3
at the step: C-V from high 4.998e+16, from low 4.169e+16 cm^-3
10-90 % width in nm, in L(high), in L(low):
  electrons        58.92   4.50   1.42
  C-V from high    69.78   5.33   1.69
  C-V from low     57.00   4.35   1.38
excess charge of C-V profile / (N_HIGH L): from high 0.0000, from low -0.0000
dipole / (N_HIGH L^2): formula 2.3026, electrons 2.3026
  C-V from high 2.3029, C-V from low -2.3027
built-in potential of the step 0.05953 V
integrated |deviation| of C-V profile / (N_HIGH L):
  from high: to electrons 0.278, to doping 1.518; max |N_cv/n - 1| 0.201
  from low: to electrons 0.256, to doping 1.352; max |N_cv/n - 1| 0.154
C-V width from high, bias step halved: 69.78 nm
C-V width from high at 75 K: 34.89 nm, ratio 2.000
```
